# Why p/m is not the band velocity with a nonlocal pseudopotential

**Question**

I am computing a conductivity from the Boltzmann equation with a plane-wave pseudopotential code. To avoid differentiating bands numerically I take the velocity from the wavefunctions, $\mathbf v_{n\mathbf k}=\langle\psi_{n\mathbf k}|\mathbf p|\psi_{n\mathbf k}\rangle/m=\sum_{\mathbf G}|c_{\mathbf G}|^2\,\hbar(\mathbf k+\mathbf G)/m$. My reasoning is that velocity is momentum over mass, and that Hellmann–Feynman makes this equal to $\hbar^{-1}\nabla_{\mathbf k}E_n$. But finite-difference slopes of my bands disagree with it, and neither a smaller step nor a larger basis helps. With the Kleinman–Bylander projectors switched off the two agree. Which of the two numbers is the velocity that belongs in the current, what is missing from the other, and how much does it matter for $\sigma$?

**Answer**

The band slope is the velocity. Your expression lacks the commutator of the nonlocal potential with position.

**The velocity operator**

Take independent electrons in a fixed periodic potential, without spin–orbit coupling, in SI units:
$$H=\frac{p^2}{2m}+V_{\rm loc}(\mathbf r)+V_{\rm NL},\qquad V_{\rm NL}=\sum_{\mathbf R}\sum_j D_j\,|\beta_{j\mathbf R}\rangle\langle\beta_{j\mathbf R}|,$$
with real $D_j$ and projectors $\beta_{j\mathbf R}(\mathbf r)=\beta_j(\mathbf r-\mathbf R)$ on the lattice sites. Velocity is the rate of change of position. From $i\hbar\,\partial_t|\Psi\rangle=H|\Psi\rangle$ and its adjoint,
$$\frac{d}{dt}\langle\mathbf r\rangle=\frac{i}{\hbar}\langle H\mathbf r\rangle-\frac{i}{\hbar}\langle\mathbf rH\rangle,\qquad\text{so}\qquad \mathbf v=\frac{i}{\hbar}[H,\mathbf r].$$
For the kinetic term, $[p_\beta,r_\alpha]=-i\hbar\delta_{\alpha\beta}$ gives $[p^2,r_\alpha]=\sum_\beta\big(p_\beta[p_\beta,r_\alpha]+[p_\beta,r_\alpha]p_\beta\big)=-2i\hbar p_\alpha$, and $(i/\hbar)(1/2m)(-2i\hbar p_\alpha)=p_\alpha/m$. For a potential with kernel $V(\mathbf r,\mathbf r')$, the position operator acts to the right in $V\hat{\mathbf r}$ and to the left in $\hat{\mathbf r}V$:
$$\langle\mathbf r|[V,\hat{\mathbf r}]|\mathbf r'\rangle=(\mathbf r'-\mathbf r)\,V(\mathbf r,\mathbf r').$$
This vanishes for a kernel proportional to $\delta(\mathbf r-\mathbf r')$, as for $V_{\rm loc}$. The kernel $D_j\beta_j(\mathbf r)\beta_j^*(\mathbf r')$ connects distinct points inside the core, so its commutator survives:
$$\mathbf v=\frac{\mathbf p}{m}+\mathbf v_{\rm NL},\qquad \mathbf v_{\rm NL}=\frac{i}{\hbar}[V_{\rm NL},\mathbf r].$$

The continuity equation shows the meaning of the extra term. With $\rho=|\Psi|^2$, $\partial_t\rho=\Psi^*(H\Psi)/(i\hbar)+\text{c.c.}=(2/\hbar)\,\mathrm{Im}[\Psi^*H\Psi]$. The kinetic part is $-(\hbar/m)\,\mathrm{Im}[\Psi^*\nabla^2\Psi]=-\nabla\cdot\mathbf j$ with $\mathbf j=(\hbar/m)\,\mathrm{Im}[\Psi^*\nabla\Psi]$, because $\nabla\Psi^*\cdot\nabla\Psi$ is real. The local potential gives the real quantity $V_{\rm loc}|\Psi|^2$ and drops out. What remains is
$$\partial_t\rho+\nabla\cdot\mathbf j=\frac{2}{\hbar}\,\mathrm{Im}\big[\Psi^*(\mathbf r)\,(V_{\rm NL}\Psi)(\mathbf r)\big].$$
Each projector's share of the source integrates to zero, because $D_j|\langle\beta_{j\mathbf R}|\Psi\rangle|^2$ is real, so probability is removed at one point of a core and put back at another. Its first moment is $(2/\hbar)\,\mathrm{Im}\langle\mathbf rV_{\rm NL}\rangle=(1/i\hbar)\langle\mathbf rV_{\rm NL}-V_{\rm NL}\mathbf r\rangle=\langle\mathbf v_{\rm NL}\rangle$. This transport of charge is not counted by $\int\mathbf j\,d^3r=\langle\mathbf p\rangle/m$.

**Why the full operator gives the slope**

Write $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, normalised in one cell of volume $\Omega$. Then $H_{\mathbf k}u_n=E_nu_n$ with $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$. Differentiating the two exponentials,
$$\nabla_{\mathbf k}H_{\mathbf k}=-i\mathbf rH_{\mathbf k}+iH_{\mathbf k}\mathbf r=e^{-i\mathbf k\cdot\mathbf r}\,i[H,\mathbf r]\,e^{i\mathbf k\cdot\mathbf r}\equiv\hbar\mathbf v_{\mathbf k}.$$
The commutator is lattice periodic although $\mathbf r$ is not: a translation sends $\mathbf r$ to $\mathbf r+\mathbf R$, and the constant $\mathbf R$ commutes with $H$. Your Hellmann–Feynman argument kept only the explicit $\mathbf k$ in $(\mathbf p+\hbar\mathbf k)^2/2m$. The nonlocal kernel becomes $V(\mathbf r,\mathbf r')e^{i\mathbf k\cdot(\mathbf r'-\mathbf r)}$ and depends on $\mathbf k$ as well.

Differentiate the eigenvalue equation, $(\nabla H_{\mathbf k})u_n+H_{\mathbf k}\nabla u_n=(\nabla E_n)u_n+E_n\nabla u_n$, and project on $u_m$, using $\langle u_m|H_{\mathbf k}=E_m\langle u_m|$:
$$\hbar\mathbf v_{mn}=\delta_{mn}\nabla E_n+(E_n-E_m)\langle u_m|\nabla u_n\rangle .$$
For $m=n$ this is $\langle\mathbf v\rangle=\hbar^{-1}\nabla_{\mathbf k}E_n$. For $m\ne n$ it shows that interband elements need the same operator. The step requires $u_n$ to be differentiable in $\mathbf k$, which holds for a non-degenerate level.

At a degenerate level $E_0$ with states $u_a$, step along a unit vector $\mathbf d$: $H_{\mathbf k+s\mathbf d}=H_{\mathbf k}+s\hbar\,\mathbf d\cdot\mathbf v_{\mathbf k}+O(s^2)$. Put $u=\sum_ac_au_a+su^{(1)}$ and $E=E_0+s\hbar\mu$. The order-$s$ equation is $(H_{\mathbf k}-E_0)u^{(1)}+\hbar(\mathbf d\cdot\mathbf v_{\mathbf k}-\mu)\sum_ac_au_a=0$. Projection on $u_b$ removes the first term and leaves $\sum_a\langle u_b|\mathbf d\cdot\mathbf v_{\mathbf k}|u_a\rangle c_a=\mu c_b$. The slopes along $\mathbf d$ are the eigenvalues of the projected matrix. Its diagonal elements depend on the basis that the eigensolver happens to return.

For a packet from one band, $\Psi=\sum_{\mathbf k}a(\mathbf k)e^{-iE_nt/\hbar}\psi_{n\mathbf k}$, the periodic operator $\mathbf v$ connects no two different $\mathbf k$ in the zone, so $d\langle\mathbf r\rangle/dt=\sum|a|^2\,\hbar^{-1}\nabla E_n\big/\sum|a|^2$. The charge moves at the slope.

An all-electron Kohn–Sham Hamiltonian with a local potential has $\langle\mathbf p\rangle/m=\hbar^{-1}\nabla E$. To the extent that a pseudopotential reproduces those bands, the all-electron $\langle\mathbf p\rangle/m$ therefore equals the full pseudo velocity, not $\langle\mathbf p\rangle/m$ taken on the pseudo-wavefunction.

**Two ways to compute the missing term**

In real space, write $\mathbf r=(\mathbf r-\mathbf R)+\mathbf R$ in the term of site $\mathbf R$. The constant commutes, and by Bloch's theorem every site contributes equally, so one site at the origin gives the result for $\psi$ normalised per cell. With $A_j=\langle\beta_j|\psi\rangle$ and $\mathbf B_j=\langle\beta_j|\mathbf r|\psi\rangle$, both integrated over all space,
$$\langle\mathbf v_{\rm NL}\rangle=\frac{i}{\hbar}\sum_jD_j\big(A_j^*\mathbf B_j-\mathbf B_j^*A_j\big)=-\frac{2}{\hbar}\sum_jD_j\,\mathrm{Im}\big(A_j^*\mathbf B_j\big),$$
since $z-z^*=2i\,\mathrm{Im}\,z$.

In plane waves, let $\mathbf q=\mathbf k+\mathbf G$ and $\tilde\beta_j(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}\beta_j\,d^3r$. Between waves normalised over $N$ cells, site $\mathbf R$ gives $\tilde\beta_j(\mathbf q)\tilde\beta_j(\mathbf q')^*e^{-i(\mathbf G-\mathbf G')\cdot\mathbf R}/(N\Omega)$. The phase is 1, and the $N$ sites sum to
$$V_{\rm NL}(\mathbf q,\mathbf q')=\sum_jD_j\,b_j(\mathbf q)\,b_j(\mathbf q')^*,\qquad b_j=\tilde\beta_j/\sqrt\Omega .$$
Because $\mathbf re^{i\mathbf q'\cdot\mathbf r}=-i\nabla_{\mathbf q'}e^{i\mathbf q'\cdot\mathbf r}$ and $\mathbf re^{-i\mathbf q\cdot\mathbf r}=+i\nabla_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}$, the element of $V\mathbf r-\mathbf rV$ for the site at the origin is $-i(\nabla_{\mathbf q'}+\nabla_{\mathbf q})V_{\rm NL}$. Multiplying by $i/\hbar$,
$$\hbar\mathbf v_{\rm NL}(\mathbf q,\mathbf q')=\sum_jD_j\big[\nabla b_j(\mathbf q)\,b_j(\mathbf q')^*+b_j(\mathbf q)\,\nabla b_j(\mathbf q')^*\big].$$
This is the $\mathbf k$-derivative of the matrix element at fixed $\mathbf G,\mathbf G'$. If the set of $\mathbf G$ is the same at all $\mathbf k$, the truncated matrix $H_{\mathbf G\mathbf G'}(\mathbf k)$ has the truncated velocity matrix as its derivative, and the projection argument above holds for the finite matrix as it stands. Slope and expectation value then agree in an unconverged basis too, and enlarging the basis cannot supply the missing term. With a cutoff on $|\mathbf k+\mathbf G|$ the matrix changes size at certain $\mathbf k$, and a difference taken across such a point is not the derivative of one matrix.

For explicit formulas take normalised Gaussian projectors,
$$\beta_s=N_se^{-r^2/2r_s^2},\qquad \beta_{p\alpha}=N_p\,r_\alpha e^{-r^2/2r_p^2}.$$
From $\int e^{-x^2/\varrho^2}dx=\sqrt\pi\varrho$ and $\int x^2e^{-x^2/\varrho^2}dx=\sqrt\pi\varrho^3/2$, normalisation gives $N_s^2=(\pi r_s^2)^{-3/2}$ and $N_p^2=2r_p^{-2}(\pi r_p^2)^{-3/2}$. Completing the square, $-x^2/2\varrho^2-iqx=-(x+iq\varrho^2)^2/2\varrho^2-q^2\varrho^2/2$, so each Cartesian integral is $\sqrt{2\pi}\,\varrho\,e^{-q^2\varrho^2/2}$ and
$$b_s=C_se^{-q^2r_s^2/2},\qquad C_s=N_s(2\pi r_s^2)^{3/2}/\sqrt\Omega,\qquad \nabla b_s=-r_s^2\,\mathbf q\,b_s .$$
The factor $r_\alpha$ becomes $i\,\partial/\partial q_\alpha$, which brings down $-ir_p^2q_\alpha$:
$$b_{p\alpha}=-iC_p\,q_\alpha e^{-q^2r_p^2/2},\qquad C_p=N_p(2\pi r_p^2)^{3/2}r_p^2/\sqrt\Omega,$$
$$\partial_\gamma b_{p\alpha}=-iC_p\big(\delta_{\alpha\gamma}-r_p^2q_\alpha q_\gamma\big)e^{-q^2r_p^2/2}.$$
The constant $-i$ meets its conjugate in every product $b\,b^*$ and cancels.

**Sign and size for a weak potential**

Scale all potentials by $\lambda$ and take $\mathbf k$ away from Bragg planes, so that the state is one plane wave plus admixtures $c_{\mathbf G}=O(\lambda)$. The operator $\mathbf p$ is diagonal in plane waves, so $\langle\mathbf p\rangle$ changes at order $|c_{\mathbf G}|^2=O(\lambda^2)$. The difference between slope and $\langle\mathbf p\rangle/m$ is then $\lambda\mathbf v^{(1)}+O(\lambda^2)$ with $\hbar\mathbf v^{(1)}=\nabla_{\mathbf k}\sum_jD_j|b_j(\mathbf k)|^2$. The constants are $C_s^2=(\pi r_s^2)^{-3/2}\,8(\pi r_s^2)^3/\Omega=8\pi^{3/2}r_s^3/\Omega$ and $C_p^2=2r_p^{-2}\cdot8\pi^{3/2}r_p^3\cdot r_p^4/\Omega=16\pi^{3/2}r_p^5/\Omega$. With one strength $D_p$ for the three $p$ projectors, $\sum_\alpha|b_{p\alpha}|^2=C_p^2k^2e^{-k^2r_p^2}$. Using $\nabla e^{-k^2r_s^2}=-2r_s^2\mathbf k\,e^{-k^2r_s^2}$ and $\nabla(k^2e^{-k^2r_p^2})=2\mathbf k(1-k^2r_p^2)e^{-k^2r_p^2}$,
$$\mathbf v^{(1)}=\frac{16\pi^{3/2}\,\mathbf k}{\hbar\Omega}\Big[-D_sr_s^5e^{-k^2r_s^2}+2D_pr_p^5\,(1-k^2r_p^2)\,e^{-k^2r_p^2}\Big].$$
At this order a repulsive $s$ channel slows the electron, because the energy it adds falls as $k$ grows. A repulsive $p$ channel speeds it up while $kr_p<1$. The sign of the error of $\mathbf p/m$ depends on the balance of channels. If $r_s\to0$ at fixed $D_sr_s^3$, the $s$ matrix element tends to the constant $8\pi^{3/2}D_sr_s^3/\Omega$ of a local contact potential, and its first-order velocity term vanishes as $r_s^2$.

**With an overlap operator**

Ultrasoft and PAW schemes solve $H_{\mathbf k}u=ES_{\mathbf k}u$ with an overlap operator built from the projectors, taken here in the diagonal form $S=1+\sum Q_j|\beta_j\rangle\langle\beta_j|$ (a matrix $Q_{ij}$ changes nothing in the steps below), and $\langle u|S_{\mathbf k}|u\rangle=1$. Differentiating gives $(\nabla H_{\mathbf k}-E\nabla S_{\mathbf k})u+(H_{\mathbf k}-ES_{\mathbf k})\nabla u=(\nabla E)S_{\mathbf k}u$. Projection on $u$ removes the second term, so at fixed $D_j$ and $Q_j$
$$\nabla E=\langle u|\nabla H_{\mathbf k}-E\nabla S_{\mathbf k}|u\rangle .$$
A shift of the energy zero, $H\to H+cS$ and $E\to E+c$, leaves this combination unchanged but changes $\langle\nabla H_{\mathbf k}\rangle$ by $c\langle\nabla S_{\mathbf k}\rangle$. The error made by dropping the overlap term therefore depends on the energy zero.

**Where the velocity enters $\sigma$**

A uniform field $\boldsymbol{\mathcal E}$ adds $e\boldsymbol{\mathcal E}\cdot\mathbf r$ for charge $-e$. Substituting $\Psi=e^{-ie\boldsymbol{\mathcal E}\cdot\mathbf rt/\hbar}\Phi$ cancels that term and leaves $i\hbar\,\partial_t\Phi=H_{\boldsymbol\kappa}\Phi$ with $\boldsymbol\kappa=-e\boldsymbol{\mathcal E}t/\hbar$. Hence $\hbar\dot{\mathbf k}=-e\boldsymbol{\mathcal E}$ holds with the nonlocal potential too. For one band, to first order in the field, with interband mixing neglected and a constant relaxation time, the steady state obeys $\dot{\mathbf k}\cdot\nabla_{\mathbf k}f_0=-\delta f/\tau$, so $\delta f=e\tau f_0'(E)\,\boldsymbol{\mathcal E}\cdot\nabla E/\hbar$. The current with spin factor 2 is $\mathbf J=-2e\int\mathbf v\,\delta f\,d^3k/(2\pi)^3$, and
$$\sigma_{\alpha\beta}=2e^2\tau\int\frac{d^3k}{(2\pi)^3}\;v_\alpha\,\frac{\partial_\beta E}{\hbar}\,(-f_0').$$
One factor is a band slope from the chain rule, the other is the expectation value of the velocity operator, and they are equal. At $T=0$, $-f_0'=\delta(E-E_F)$. If every ray $\mathbf k=k\mathbf n$ crosses a closed Fermi surface once, then $d^3k=k^2dk\,d\Omega_{\mathbf n}$ and the delta function gives $1/(\partial E/\partial k)=1/(\hbar\mathbf v\cdot\mathbf n)$:
$$\sigma_{\alpha\beta}=\frac{2e^2\tau}{(2\pi)^3}\int d\Omega_{\mathbf n}\,\frac{k_F^2\,v_\alpha v_\beta}{\hbar\,\mathbf v\cdot\mathbf n},\qquad g(E_F)=\frac{2}{(2\pi)^3}\int d\Omega_{\mathbf n}\,\frac{k_F^2}{\hbar\,\mathbf v\cdot\mathbf n}.$$
The density is $n=2(2\pi)^{-3}\int d\Omega_{\mathbf n}\,k_F^3/3$, and $\sigma=ne^2\tau/m_{\rm opt}$ defines an optical mass. Suppose the delta function is taken from the correct energies. If $\langle\mathbf p\rangle/m=(1+\epsilon)\mathbf v$ with one $\epsilon$ over the whole surface, $\sigma$ is wrong by the factor $1+\epsilon$ with $\mathbf p/m$ in one place and by $(1+\epsilon)^2$ with it in both.

**A worked model**

Take a simple cubic crystal with round parameters: $a=0.30$ nm ($\Omega=2.7\times10^{-29}$ m³, $2\pi/a=2.0944\times10^{10}$ m⁻¹); a local well $V_0e^{-r^2/2w^2}$ per site with $V_0=-1.5\times10^{-18}$ J and $w=0.08$ nm, whose matrix element by the same Gaussian integral is $V_0(2\pi w^2)^{3/2}e^{-|\mathbf G-\mathbf G'|^2w^2/2}/\Omega$; $D_s=3.0\times10^{-18}$ J, $r_s=0.05$ nm; $D_p=1.0\times10^{-18}$ J, $r_p=0.04$ nm. The basis is a fixed set of 251 plane waves. The potential is not self-consistent and stands for no material, so the percentages belong to this model. Slopes come from $[8(E_{+h}-E_{-h})-(E_{+2h}-E_{-2h})]/(12\hbar h)$ with $h=4.19\times10^6$ m⁻¹, whose truncation error is $O(h^4)$.

At $\mathbf k=(0.20,0.10,0.05)\,2\pi/a$, in units of $10^5$ m/s, with the error of $p/m$ relative to the slope:

| band, direction | slope | $p/m$ | full $v$ | error |
|---|---|---|---|---|
| 1, $x$ | 3.7199 | 4.3862 | 3.7199 | +17.9 % |
| 1, $y$ | 1.9371 | 2.2553 | 1.9371 | +16.4 % |
| 1, $z$ | 0.9758 | 1.1333 | 0.9758 | +16.1 % |
| 2, $x$ | −15.769 | −16.868 | −15.769 | +7.0 % |
| 3, $x$ | 4.2850 | 4.3512 | 4.2850 | +1.5 % |
| 4, $x$ | 3.8770 | 4.0494 | 3.8770 | +4.4 % |

For the first row, in the same units, the $s$ projector contributes $-0.8678$ and the $p$ projectors $+0.2015$, in sum $-0.6663$. Then $4.3862-0.6663=3.7199$, and $0.6663/3.7199=17.9\,\%$. Over four bands and three directions the largest difference between slope and full velocity is $5\times10^{-5}$ m/s. Real-space quadrature of $A_j$ and $\mathbf B_j$ gives the same $-0.6663$. With $D_s=D_p=0$, slope and $p/m$ both equal $4.7382$, as you found. Going to 619 plane waves changes the full velocity from $3.719915$ to $3.719906$ and $p/m$ from $4.386187$ to $4.386184$, which leaves the discrepancy where it was. The error differs by more than a factor of ten between bands 1 and 3, so a single rescaling of $p/m$ does not repair it.

Here $|\mathbf k|=4.799\times10^9$ m⁻¹, so $kr_s=0.240$ and $kr_p=0.192<1$. The first-order formula gives $-1.1600$ ($s$) and $+0.2492$ ($p$), in sum $-0.9108$, which is $-19\,\%$ of the free-electron $\hbar k_x/m=4.8493$. At $\lambda=10^{-3}$ the computed $(\text{slope}-p/m)/\lambda$ is $-0.9106$, which confirms the formula in its regime. At $\lambda=1$ the signs of both channels survive, but the sum is too large in magnitude by $0.9108/0.6663=1.37$. At this $\mathbf k$ and this strength the first-order formula gives the signs but not the size. Near Bragg planes, which its derivation excludes, it fails altogether in size. On the zone face $k_x=\pi/a$ the mirror $x\to-x$ maps $\mathbf k$ onto an equivalent point, so a non-degenerate state is even or odd under it. The slope, $\langle p_x\rangle/m$ and $\langle v_{{\rm NL},x}\rangle$ then all vanish there, while the first-order expression in general stays finite.

The test closest to your question uses no velocity operator. A band-1 packet in a 60-cell supercell along $x$, centred on the same $\mathbf k$ with width $\sigma_k=6.98\times10^8$ m⁻¹, is evolved with the eigenvalues, and its centre is read from $|\Psi|^2$. In $4.0\times10^{-15}$ s it moves $1.48334\times10^{-9}$ m, and $1.48334\times10^{-9}/4.0\times10^{-15}=3.7083\times10^5$ m/s. The packet average of the full velocity is $3.7083\times10^5$ m/s. That of $p/m$ is $4.3707\times10^5$ m/s, which would predict a shift of $1.748\times10^{-9}$ m.

The interband element $|v_{12,x}|$ is $3.3097$ both from the differentiated eigenvector and from the full operator, and $2.8030$ from $p/m$, an error of $2.8030/3.3097-1=-15.3\,\%$. It has the opposite sign to the intraband errors tabulated at the same $\mathbf k$. For the doublet of bands 2 and 3 at $(0.2,0.2,0.2)\,2\pi/a$, the upper branch along $(1,-1,0)$ has slope $9.6295$, equal to the eigenvalue of the projected full velocity, while projected $p/m$ gives $9.8718$, or $+2.5\,\%$. With an overlap $Q_s=0.3$ on the $s$ projector, the slope of band 1 is $3.6576$, reproduced with the $-E\nabla S$ term, against $3.6481$ without it. That is $-0.26\,\%$ for the energy zero of the potentials as written.

For transport, set $E_F=1.5\times10^{-19}$ J ($0.936$ eV) above the band bottom, below the band-1 energy at $X$, $3.85\times10^{-19}$ J, and $\tau=1.0\times10^{-14}$ s. On the 18 rays of the angular quadrature, which uses cubic symmetry, $k_F$ runs from $5.60$ to $5.68\times10^9$ m⁻¹, and $n=6.026\times10^{27}$ m⁻³, or $0.163$ electrons per cell. The density of states is $6.035\times10^{46}$ J⁻¹m⁻³ both from the velocity formula and from $dn/dE$ of the enclosed volume. For $\sigma=\tfrac13\sum_\alpha\sigma_{\alpha\alpha}$, with errors relative to the first value:

- full velocity, and equally finite-difference slopes: $1.3156\times10^6$ S/m;
- $p/m$ in one factor: $1.5369\times10^6$ S/m, a ratio of $1.168$, or $+16.8\,\%$;
- $p/m$ in both factors: $1.7954\times10^6$ S/m, a ratio of $1.365$, or $+36.5\,\%$.

The square $1.168^2=1.364$ matches the last ratio, as the constant-$\epsilon$ argument predicts for a surface over which $\epsilon$ varies little. The optical mass is $1.291\,m$. With $p/m$ in both factors it becomes $1.291\times1.3156/1.7954=0.946\,m$, so carriers heavier than free electrons would be reported as lighter.

In your code the arrays $b_j(\mathbf k+\mathbf G)$ already exist. Add their gradients and form $A_j=\sum_{\mathbf G}b_j^*c_{\mathbf G}$ and $\mathbf A_j'=\sum_{\mathbf G}(\nabla b_j)^*c_{\mathbf G}$. The plane-wave expression then gives $\langle\mathbf v_{\rm NL}\rangle=(2/\hbar)\sum_jD_j\,\mathrm{Re}(A_j^*\mathbf A_j')$, to be added to your sum and compared with finite differences at a fixed set of $\mathbf G$. The numerical checks quoted here are in the output below.

## Numbers as computed

```
a = 3.00e-10 m, Om = 2.700e-29 m^3, 2pi/a = 2.09440e+10 1/m
V0 = -1.50e-18 J, w = 8.00e-11 m
Ds = 3.00e-18 J, rs = 5.00e-11 m; Dp = 1.00e-18 J, rp = 4.00e-11 m
plane waves: 251 (check basis 619); step h = 4.1888e+06 1/m
k = [0.2  0.1  0.05] x 2pi/a, |k| = 4.79886e+09 1/m
band 1 width E(X)-E(Gamma) = 3.8537e-19 J
E_n(k)-E(Gamma), n=1..4 [J]: 1.0895e-19 1.5264e-18 2.0225e-18 2.3830e-18
band,dir: slope, p/m, p/m+commutator [m/s], error of p/m [%]
 1,x: 3.719915e+05 4.386187e+05 3.719915e+05 +17.91
 1,y: 1.937076e+05 2.255309e+05 1.937076e+05 +16.43
 1,z: 9.757929e+04 1.133335e+05 9.757929e+04 +16.15
 2,x: -1.576904e+06 -1.686755e+06 -1.576904e+06 +6.97
 3,x: 4.285024e+05 4.351201e+05 4.285024e+05 +1.54
 4,x: 3.876955e+05 4.049398e+05 3.876955e+05 +4.45
max |slope - full velocity|, 4 bands = 5.2e-05 m/s
band 1 x commutator: s -8.67775e+04, p 2.01503e+04, sum -6.66272e+04 m/s
local only, band 1 x: slope 4.738230e+05, p/m 4.738230e+05 m/s
band 1 x commutator, real-space quadrature = -6.66272e+04 m/s
first order x: s -1.1600e+05, p 2.4918e+04, sum -9.1083e+04 m/s
(slope - p/m)/lambda at lambda = 1e-03: -9.1063e+04 m/s
free-electron hbar kx/m = 4.84926e+05 m/s
larger basis, band 1 x: full 3.719906e+05, p/m 4.386184e+05 m/s
|v_12,x|: eigenvector derivative 3.30969e+05, full 3.30969e+05, p/m 2.80302e+05 m/s
doublet bands 2,3 at (0.2,0.2,0.2) 2pi/a, upper branch along (1,-1,0):
 slope 9.62954e+05, full 9.62954e+05, p/m 9.87177e+05 m/s
packet: 60 cells, sigma_k = 6.9813e+08 1/m, t = 4.0e-15 s, shift = 1.48334e-09 m
 shift/t 3.708345e+05, <full> 3.708345e+05, <p/m> 4.370682e+05 m/s
overlap Qs = 0.3: slope 3.657562e+05, with -E dS 3.657562e+05, without 3.648140e+05 m/s
EF = 1.50e-19 J = 0.9362 eV above band bottom, tau = 1.0e-14 s, rays = 18
kF range over rays: 5.5956e+09 to 5.6810e+09 1/m
n = 6.02614e+27 1/m^3 = 0.1627 per cell
DOS: from velocity 6.03463e+46, from dn/dE 6.03463e+46 1/(J m^3)
sigma, finite-difference slopes = 1.31558e+06 S/m
sigma, p/m + commutator         = 1.31558e+06 S/m
sigma, p/m in one factor  = 1.53685e+06 S/m, error +16.82 %
sigma, p/m in both factors = 1.79544e+06 S/m, error +36.48 %
m_opt/m: correct 1.2908, p/m in both 0.9458
```
